Projector determinant Monte Carlo and its relation to the thermal algorithm

**Q.** A ground state is one vector, while a Slater determinant is a guess. Why should a Monte Carlo calculation built on the guess give ground-state properties?

**A.** Because imaginary time removes the wrong part of the guess. Let H|k⟩ = E_k|k⟩, ω_k = E_k − E_0, and expand the trial determinant as |T⟩ = Σ_k a_k|k⟩. Apply e^(−ΘH) on both sides of an observable O (ħ = k_B = 1):

⟨O⟩_Θ = ⟨T|e^(−ΘH) O e^(−ΘH)|T⟩ / ⟨T|e^(−2ΘH)|T⟩.

Insert the expansion, cancel e^(−2ΘE_0), and subtract O_00 = ⟨0|O|0⟩:

⟨O⟩_Θ − O_00 = Σ_kl a_k* a_l (O_kl − O_00 δ_kl) e^(−Θ(ω_k+ω_l)) / Σ_k |a_k|² e^(−2Θω_k).

The term k = l = 0 vanishes. The slowest remaining terms pair the ground state with the lowest excited state that overlaps |T⟩, at gap Δ_T, and decay as e^(−ΘΔ_T) if O connects the two. For O = H there are no off-diagonal elements, so the energy error decays as e^(−2ΘΔ_T).

This needs a_0 ≠ 0 and a ground state that is non-degenerate in the symmetry sector of |T⟩. If a_0 = 0, the projection converges to the lowest level that |T⟩ does contain.

**Q.** H contains an interaction, so e^(−ΘH) does not keep a determinant a determinant.

**A.** It becomes a sum of operators that do. Take the Hubbard model on n sites,

H = Σ_ijσ K_ij c†_iσ c_jσ + V, V = U Σ_i (n_i↑ − ½)(n_i↓ − ½), U > 0,

where K_ij = −t between neighbours. Write K̂ for the hopping operator, divide 2Θ into M slices of length Δτ, and replace e^(−ΔτH) by

S = e^(−ΔτK̂/2) e^(−ΔτV) e^(−ΔτK̂/2).

On each site use a field s = ±1:

e^(−ΔτU(n↑−½)(n↓−½)) = ½ e^(−ΔτU/4) Σ_s e^(αs(n↑−n↓)), cosh α = e^(ΔτU/2).

If n↑ = n↓, the left side is e^(−ΔτU/4), and the sum on the right is 2, giving the same value. If n↑ ≠ n↓, the left side is e^(ΔτU/4), and the right side is e^(−ΔτU/4) cosh α = e^(ΔτU/4). These are all four site states.

**Q.** What has the splitting cost?

**A.** Since S(Δτ)S(−Δτ) = 1, ln S is odd in Δτ. Hence S = e^(−ΔτH′) with H′ = H + Δτ²X + O(Δτ⁴). S is Hermitian and positive, so H′ is Hermitian. Its ground state is |0⟩ + Δτ²|φ⟩ to leading order, and a general observable is wrong by O(Δτ²). For the energy, (H − E_0)|0⟩ = 0 removes the terms linear in |φ⟩:

⟨H⟩ − E_0 = Δτ⁴⟨φ|H − E_0|φ⟩ + higher orders.

This holds after full projection, with H itself measured between complete slices.

**Q.** Now show that a one-body exponential preserves a determinant.

**A.** Treat one spin species and let X = Σ_ij A_ij c†_i c_j. The anticommutators give [X, c†_j] = Σ_i A_ij c†_i. Define f_j(λ) = e^(λX) c†_j e^(−λX). Then df_j/dλ = Σ_i A_ij f_i, with f_j(0) = c†_j, whose solution at λ = 1 is

e^X c†_j e^(−X) = Σ_i (e^A)_ij c†_i.

Let the columns of the n×N matrix P be the N occupied orbitals, with P†P = 1, so that |T⟩ = d†_1…d†_N|vac⟩ and d†_b = Σ_i P_ib c†_i. Inserting e^(−X)e^X between the creators, and using e^X|vac⟩ = |vac⟩, gives

e^X: P → e^A P.

The new columns need not be orthonormal, so the norm is carried along.

**Q.** And the overlap of two such states?

**A.** If the bra has orbitals P′, then {d′_a, d†_b} = (P′†P)_ab = M_ab. In

⟨vac|d′_N…d′_1 d†_1…d†_N|vac⟩

move d′_1 to the right until it annihilates the vacuum. Passing d†_b leaves (−1)^(b−1) M_1b times the overlap with d′_1 and d†_b removed. That is the cofactor expansion of a determinant along its first row, so by induction the overlap is det(P′†P).

For the Hubbard slices the one-body matrices are

B_lσ = e^(−ΔτK/2) diag(e^(σαs_il)) e^(−ΔτK/2), σ = +1 for ↑, −1 for ↓.

With B_σ = B_Mσ…B_1σ, the two spin species do not mix, the overlap matrix is block diagonal in spin, and

⟨T|S^M|T⟩ = Σ_s W(s), W(s) = C Π_σ det(P_σ† B_σ P_σ), C = (½e^(−ΔτU/4))^(nM).

This is the projector weight.

**Q.** A weight alone measures nothing. What is the Green's function in one field?

**A.** Cut the path at time τ, after l slices, and define for each spin

R = B(τ,0)P, an n×N matrix; L = P†B(2Θ,τ), an N×n matrix.

Then det(P†BP) = det(LR). For an operator at the cut,

⟨O⟩ = Σ_s W(s)⟨O⟩_s / Σ_s W(s),

where ⟨O⟩_s is the ratio of matrix elements with and without O in field s. To obtain c†_j c_i, insert exp(ηc†_j c_i), whose one-body matrix is e^(ηE_ji), with E_ji having a single 1 in row j, column i. Assume det(LR) ≠ 0 and use d ln det M = Tr(M⁻¹dM):

⟨c†_j c_i⟩_s = d/dη ln det(L e^(ηE_ji) R) at η = 0
= Tr[(LR)⁻¹ L E_ji R]
= [R(LR)⁻¹L]_ij.

Call this matrix Q. Since c_i c†_j = δ_ij − c†_j c_i,

G_ij = ⟨c_i c†_j⟩_s = δ_ij − Q_ij, Q = R(LR)⁻¹L.

Q² = R(LR)⁻¹(LR)(LR)⁻¹L = Q, and Tr Q = Tr[(LR)⁻¹LR] = N. It projects onto the N evolved orbitals. Left and right orbitals differ in general, so Q need not be Hermitian, and Q_ii in a single field need not lie between 0 and 1. Because Q contains (LR)⁻¹, its entries can become large where det(LR) nearly vanishes.

**Q.** An interaction energy needs four operators. Are you assuming Wick's theorem for two different states?

**A.** A second source gives the needed case. Put e^(ηX)e^(ζY) at the cut, with X = c†_a c_b and Y = c†_c c_d. The mixed derivative of the logarithm of the overlap at zero is ⟨XY⟩_s − ⟨X⟩_s⟨Y⟩_s. The η derivative gives Tr[E_ab Q(ζ)], where Q(ζ) is built from e^(ζE_cd)R. Differentiating both R and the inverse,

dQ/dζ = E_cd Q − R(LR)⁻¹ L E_cd R (LR)⁻¹L = (1 − Q)E_cd Q.

Hence the mixed derivative is Tr[E_ab(1 − Q)E_cd Q] = (1 − Q)_bc Q_da, and

⟨c†_a c_b c†_c c_d⟩_s = Q_ba Q_dc + Q_da(δ_bc − Q_bc).

Opposite spins factorize in a fixed field. The energy estimator is therefore

Σ_ijσ K_ij Q^σ_ji + U Σ_i (Q^↑_ii − ½)(Q^↓_ii − ½).

Correlations between the spins arise when this product is averaged over fields.

**Q.** Must every attempted field flip recompute all these products?

**A.** No. Place the cut inside a slice, just after its diagonal factor, so that R begins with that factor and L ends with e^(−ΔτK/2). Flipping s_i changes R to

R′ = (1 + δ u_i u_iᵀ)R, δ = e^(−2σαs_i) − 1,

where u_i is the unit vector of site i and s_i is the old value. The determinant changes by the factor

r = det(LR + δLu_i u_iᵀR)/det(LR) = 1 + δu_iᵀR(LR)⁻¹Lu_i = 1 + δQ_ii.

The inverse after this rank-one change is

(LR′)⁻¹ = (LR)⁻¹ − (δ/r)(LR)⁻¹Lu_i u_iᵀR(LR)⁻¹,

as multiplication by LR′ confirms. Therefore

Q′ = (1 + δu_i u_iᵀ)[Q − (δ/r)Qu_i u_iᵀQ]
= Q − (δ/r)Qu_i u_iᵀQ + δ(1 − δQ_ii/r)u_i u_iᵀQ
= Q + (δ/r)(1 − Q)u_i u_iᵀQ.

The last line uses 1 − δQ_ii/r = 1/r. When the weights are non-negative, accepting the flip with probability min(1, r↑r↓) satisfies detailed balance for W, because the proposal is symmetric.

**Q.** At long projection the columns of R should all turn toward the fastest-growing direction. Then LR is nearly singular, and the formula is useless in floating-point arithmetic.

**A.** The columns do lose their independence, but Q depends only on the space they span. For invertible N×N matrices X and Y,

RX(YLRX)⁻¹YL = RX X⁻¹(LR)⁻¹Y⁻¹ YL = Q.

So the columns of R and the rows of L may be orthonormalized during propagation, before the small components are lost. In a random field of total length 15/t on the chain used below, the condition number of LR was 1.3×10¹² without this step and 1.1 with it. The largest error of an entry of Q, against 60-digit arithmetic, fell from 1.8×10⁻⁶ to 1.7×10⁻¹⁶.

**Q.** You have called W a weight. Why is it not negative?

**A.** In general it can be. For the repulsive model at half filling on a bipartite lattice, suppose both spins use the same real P, the non-degenerate ground state of K. Transform the down electrons by

c_i → (−1)^i c†_i,

where the sign alternates between sublattices. For neighbours, c†_i c_j → −c_i c†_j = c†_j c_i, so the hopping is unchanged. The half-filled, non-degenerate trial state returns to itself up to a phase, which cancels between bra and ket. The field factor becomes

e^(−αsn) → e^(−αs(1−n)) = e^(−αs) e^(αsn),

which is the up-spin factor times e^(−αs). Over the whole path,

det↓ = e^(−αΣs) det↑, W = C e^(−αΣs)(det↑)² ≥ 0,

since det↑ is real. The trial state matters here: one that breaks particle-hole symmetry invalidates this proof even though H is unchanged. Away from these conditions W may change sign, and one must sample |W| and average the sign separately.

**Q.** The thermal algorithm has det(1 + B), with no P at all. How can it be related to det(P†BP)?

**A.** First, by a sum. Let P_S consist of the unit vectors for a set S of occupied sites. Then det(P_S†BP_S) = det B_SS, a principal minor. The Fock-space trace sums over these site determinants. Meanwhile, column j of 1 + B is u_j plus column j of B. Expanding the determinant in this choice for each column, with B chosen for j in S, leaves det B_SS. Thus

Tr 𝓑 = Σ_S det(P_S†BP_S) = det(1 + B),

where 𝓑 is the Fock-space operator of B and the empty set contributes 1. Restricting S to N sites gives the canonical trace. The thermal method sums over boundary states; the projector method fixes one.

**Q.** That relates a sum to its terms. Can a zero-temperature limit select the one term with orbitals P?

**A.** Yes, if the thing cooled is a fictitious trial Hamiltonian at the boundary. Let

h = 1 − 2PP†, ρ = e^(−bh) = e^b PP† + e^(−b)(1 − PP†).

Its orbital energies are −1 in the trial space and +1 outside. In Fock space its ground state is |T⟩, with energy −N, and the first excitation costs 1: remove an occupied orbital or add an empty one. With ρ̂ the Fock-space operator of ρ, e^(−bN)ρ̂ = |T⟩⟨T| + O(e^(−b)). Multiplying by 𝓑 and taking the trace gives

e^(−bN) det(1 + Bρ) = det(P†BP) + O(e^(−b)).

**Q.** Does the Green's function follow as well, or do you need the projector derivation again?

**A.** It follows from the thermal formula. Write B₁ = B(τ,0) and B₂ = B(2Θ,τ). By cyclicity, the trace with a source at the cut is det(1 + e^(ηE_ji)A), where A = B₁ρB₂. Its logarithmic derivative is

⟨c†_j c_i⟩ = Tr[(1 + A)⁻¹E_ji A] = [A(1 + A)⁻¹]_ij,

so G_b = 1 − A(1 + A)⁻¹ = (1 + A)⁻¹. Since B₁PP†B₂ = RL, A = e^b RL + O(e^(−b)). For the leading part,

e^b RL(1 + e^b RL)⁻¹ = e^b R(1 + e^b LR)⁻¹L = R(e^(−b) + LR)⁻¹L.

The first equality follows from R(1 + e^b LR) = (1 + e^b RL)R and the matching identity for L. If det(LR) ≠ 0, the limit is Q. The inverse (1 + A)⁻¹ stays bounded, so the part of A left out also changes the result by only O(e^(−b)):

[1 + B(τ,0)ρB(2Θ,τ)]⁻¹ → 1 − R(LR)⁻¹L.

For one set of random complex matrices, raising b from 8 to 12 reduced the relative error of the weight, |e^(−bN) det(1 + Bρ)/det(P†BP) − 1|, from 8.41×10⁻⁴ to 1.54×10⁻⁵. The factor is 54.6, which is e⁴.

**Q.** But this b is not the physical β. Is the projector result also the β → ∞ limit of the ordinary thermal calculation?

**A.** After the sum over fields, yes, provided the ground state of the thermal ensemble is non-degenerate and is the state being projected. In a grand-canonical ensemble the chemical potential must select its particle number; below it is zero and included in H. Field by field the weights are not equal, since det(1 + B) contains all the minors and det(P†BP) one trial matrix element. The Green's functions in one field can still agree. Suppose B₁ and B₂ each amplify N directions exponentially and damp the others, and that the overlaps between these N-dimensional spaces and with P are non-singular. Then the spans of R and L approach the amplified spaces, which do not depend on P, and (1 + B₁B₂)⁻¹ at a cut far from both ends approaches 1 − R(LR)⁻¹L.

The thermal error is

⟨O⟩_β − O_00 = Σ_k e^(−βω_k)(O_kk − O_00) / Σ_k e^(−βω_k).

It decays as e^(−βΔ_all) when the lowest excited level contributes, where Δ_all is the lowest gap over all particle numbers and spins. The projector sees the gap Δ_T ≥ Δ_all, but for a general observable it has just half the path on each side. At equal path length β = 2Θ the rates per unit length are

projector: Δ_T/2 for a general observable, Δ_T for the energy;
thermal: Δ_all for both.

Projection therefore has the faster asymptotic decay for a general observable if Δ_T > 2Δ_all, and for the energy if Δ_T > Δ_all. Prefactors still matter at finite length.

**Q.** Give me a case where these gaps really differ.

**A.** Take an open four-site chain with t = 1, U = 4t and two electrons of each spin. The free orbitals lie at ±0.618t and ±1.618t. Filling the lower two gives a non-degenerate singlet trial state, with weight 0.716 on the exact ground state. Diagonalization gives

E_0 = −5.9531t, Δ_all = 0.54025t, Δ_T = 1.3577t.

The lowest excitation has S² = 2: it is a triplet, which the singlet trial state cannot contain. Here 2Δ_all = 1.0805t < Δ_T, so projection wins asymptotically for both kinds of observable.

At length 20/t the thermal energy error should be close to that of the three triplet states:

3 × 0.54025t × e^(−20×0.54025) = 3.29×10⁻⁵t,

which agrees with the exact thermal sum. At length 5/t the thermal energy error is 0.109t and the projector error 7.1×10⁻⁶t.

**Q.** That projector error is suspiciously small. The factor e^(−5×1.3577) is only 1.1×10⁻³.

**A.** The rest is the trial state's small component on the first excited state it contains. To leading order the error is Δ_T(w₁/w₀)e^(−2ΘΔ_T), where w₀ and w₁ are the weights of |T⟩ on the two levels. The error 1.009×10⁻¹⁴t at length 20/t gives

w₁/w₀ = 1.009×10⁻¹⁴ / (1.3577 × e^(−20×1.3577)) = 0.0046.

Back at length 5/t this predicts 1.3577t × 0.0046 × 1.13×10⁻³ = 7.1×10⁻⁶t, as found. The short projection works here through the small weight on that one level as well as a larger gap. The trial state is not close to the ground state: 1 − 0.716 − 0.0046 × 0.716 ≈ 0.28 of its weight lies on higher levels, and the agreement above shows that their contribution to the energy error has already decayed at length 5/t. This is shown for the energy only: in an observable with off-diagonal elements those levels enter as e^(−Θω_k) rather than e^(−2Θω_k) and die out more slowly.

**Q.** Those are diagonalizations. Does sampling the determinants give the same answer?

**A.** Use Δτ = 0.125/t and M = 40, so 2Θ = 5/t. Then cosh α = e^(0.25) and α = 0.7369. One hundred independent chains, each with 150 measured sweeps after 30 warm-up sweeps, give the following mid-path values. The uncertainties are one standard error from the scatter between chains.

Energy: −5.962 ± 0.013 t; operator product with the same splitting and length: −5.952t.
Double occupancy per site: 0.0876 ± 0.0005; operator product: 0.0876.

The true ground-state double occupancy is 0.0849. The difference of 0.0027 is about five standard errors, and the exact operator product shows the same shift, so more sampling would not remove it. The projection error is 1.3×10⁻⁵, while the splitting error in the fully projected state is 2.7×10⁻³: the time step is responsible. Halving Δτ reduces that splitting error by a factor 3.98 and the corresponding energy error by 15.6, close to the 4 and 16 expected from second and fourth order.

**Q.** Could the sampled agreement hide a mistake in the weight?

**A.** The numerical check also removes the sampling. For three slices of length 0.5/t it sums all 2¹² = 4096 fields and compares with the Fock-space operator product. Both give ⟨T|S³|T⟩ = 11575.71308817, and the energies and double occupancies agree to all eight printed decimals. That fixes the constant C, the determinants and the estimators without statistical error. It tests the algebra for this chain, where each spin determinant is positive by itself in all 4096 fields, so the case of a negative det↑ is not exercised; on another system the sign of W, the overlap a_0 and convergence in Θ and Δτ must be examined again.

Numbers as computed

```
chain: sites 4, electrons per spin 2, U = 4.0 t
free orbital energies [t]: [-1.618 -0.618  0.618  1.618]
complex test: weight rel. error 6.7e-16, Green error 3.8e-16
complex test: Wick error 5.9e-16, det(1+B) rel. error 4.6e-16
boundary b=8: weight rel. error 8.413e-04, Green 1.360e-03
boundary b=12: weight rel. error 1.540e-05, Green 2.493e-05
boundary decay rates per unit b: 1.0001, 0.9999
field sum: dt = 0.5 /t, 3 slices, 4096 fields
norm <T|SSS|T>: fields 11575.71308817, operators 11575.71308817
field sum energy [t]: fields -5.80900296, operators -5.80900296
field sum double occ.: fields 0.12896145, operators 0.12896145
field sum moment corr.: fields -0.66150278, operators -0.66150278
smallest spin determinant 1.373e-03, sign identity error 3.7e-13
flip ratio rel. error 7.4e-13
ground state energy -5.953145 t
ground state double occupancy per site 0.084896
ground state moment correlation, sites 1-2 -0.736529
trial energy -4.472136 t, ground-state weight 0.7160
lowest gap, all sectors 0.54025 t, its S^2 = 2.0000
lowest gap seen by trial state 1.35774 t
cost of one added electron 1.33001 t
projector decay rate in Theta: double occ. 1.35773 t, energy 2.71547 t
thermal decay rate in beta: double occ. 0.54024 t
length 2Theta=beta=5/t, energy error [t]: projector 7.060e-06, thermal 1.092e-01
length 2Theta=beta=5/t, double occ. error: projector 1.259e-05, thermal -4.013e-03
length 2Theta=beta=10/t, energy error [t]: projector 7.949e-09, thermal 7.273e-03
length 2Theta=beta=10/t, double occ. error: projector 2.912e-07, thermal -3.096e-04
length 2Theta=beta=20/t, energy error [t]: projector 1.009e-14, thermal 3.290e-05
length 2Theta=beta=20/t, double occ. error: projector 3.281e-10, thermal -1.405e-06
splitting error dt=0.125/t: energy 7.544e-04 t, double occ. 2.732e-03
splitting error dt=0.0625/t: energy 4.828e-05 t, double occ. 6.860e-04
ratio on halving dt: energy 15.62, double occ. 3.98
stabilization test: length 15.0 /t, random field
condition number of LR: plain 1.3e+12, stabilized 1.1e+00
error of Q: plain 1.8e-06, stabilized 1.7e-16
Monte Carlo: dt = 0.125 /t, slices 40, 2Theta = 5.0 /t, alpha = 0.736905
Monte Carlo: chains 100, warm-up sweeps 30, measured sweeps 150
acceptance 0.533, largest update drift of Q 2.8e-14
MC energy [t]: -5.96210 +- 0.01329, exact same dt, Theta -5.95238, deviation -0.73 sigma
MC double occ.: 0.08759 +- 0.00052, exact same dt, Theta 0.08764, deviation -0.10 sigma
MC moment corr.: -0.72929 +- 0.00320, exact same dt, Theta -0.73269, deviation 1.06 sigma
```
